# Spin-spin quadrupole moment and tensor polarizability of metastable helium 2 ³S₁, part 1

(Sections cited here and not found follow in the second part.)

## First half: the admixture and the quadrupole moment

**Q:** The metastable level $2\,^3S_1$ of helium has no orbital angular momentum, so its charge cloud is a sphere. How can it have a quadrupole moment?

**A:** The cloud is a sphere as long as the Hamiltonian ignores the spins. Take a fixed point nucleus without spin and atomic units, in which the electron has mass 1 and charge $-1$. The non-relativistic Hamiltonian is

$$H_0=\sum_{a=1,2}\left(-\tfrac12\nabla_a^2-\frac{2}{r_a}\right)+\frac1r,\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .$$

Let $|0\rangle$ be the spatial function of the lowest triplet state and $E_0$ its energy. A triplet spin function is symmetric under exchange of the electrons, so $|0\rangle$ is antisymmetric. The shape of the cloud is measured by

$$q=\sum_a(3z_a^2-r_a^2).$$

This is a tensor component of rank two in space. Its mean in a state with $L=0$ is zero, because averaging $3z^2-r^2$ over all directions gives zero. So $\langle0|q|0\rangle=0$, as you say.

The level nevertheless has $J=1$, with three sublevels $M=1,0,-1$. A state with $J=1$ has a direction and may carry a rank-two moment. Angular momentum conservation does not forbid it. The zero comes from the separate conservation of $L$, which holds for $H_0$ but not for an interaction that ties the spins to positions. I define the quadrupole moment $Q$ as the mean of $-q$ in the sublevel $M=1$, the minus sign being the electron's charge.

**Q:** Which interaction does that?

**A:** The magnetic interaction of the two electron spins. With the spin $g$-factor set to 2, an electron has the magnetic moment $\boldsymbol\mu_a=-\alpha\,\mathbf s_a$, where $\alpha$ is the fine-structure constant. The energy of two dipoles is $[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf r)(\boldsymbol\mu_2\cdot\mathbf r)/r^2]/r^3$. The two minus signs cancel, and

$$H_{ss}=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right].$$

**Q:** Two magnetic dipoles also have a contact energy, proportional to $\delta(\mathbf r)\,\mathbf s_1\cdot\mathbf s_2$. You have left it out.

**A:** It has no matrix elements between the triplet eigenstates of $H_0$. Their spatial functions are antisymmetric, so they vanish where $\mathbf r_1=\mathbf r_2$.

**Q:** Then look at the other end. The factor $1/r^3$ is singular. Are the matrix elements finite?

**A:** They are, for the same reason. Near coalescence each triplet function is proportional to a component of $\mathbf r$. The product of two of them goes as $r^2$, the interaction as $r^{-3}$, and the volume element as $r^2\,dr$. The integrand is therefore of order $r\,dr$, which converges at $r=0$.

**Q:** The interaction contains $\mathbf s_1$ and $\mathbf s_2$ separately. The level is labelled by the total spin. How do you bring the two together?

**A:** First I separate space from spin. Define

$$D_{ij}=\frac{r_ir_j-\tfrac13\delta_{ij}r^2}{r^5},$$

and sum over repeated indices $i,j=x,y,z$. Then

$$-3\,s_{1i}s_{2j}D_{ij}=-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}+\frac{\mathbf s_1\cdot\mathbf s_2}{r^3},$$

so $H_{ss}=-3\alpha^2 s_{1i}s_{2j}D_{ij}$. Since $D_{ij}$ is symmetric, only the symmetric part of the spin product survives:

$$H_{ss}=-\tfrac32\alpha^2\,(s_{1i}s_{2j}+s_{1j}s_{2i})\,D_{ij}.$$

Now let $\mathbf S=\mathbf s_1+\mathbf s_2$ and expand $S_iS_j+S_jS_i$. For one spin one-half, $s_is_j+s_js_i=\tfrac12\delta_{ij}$. The two electrons together give $\delta_{ij}$ from these terms. The cross terms give $2(s_{1i}s_{2j}+s_{1j}s_{2i})$, because operators of different electrons commute. Hence

$$s_{1i}s_{2j}+s_{1j}s_{2i}=\tfrac12(S_iS_j+S_jS_i)-\tfrac12\delta_{ij}.$$

The trace $D_{ii}$ is zero, so any multiple of $\delta_{ij}$ may be added to the spin factor without changing $H_{ss}$. I choose the multiple that makes the spin tensor traceless for $S=1$, where $\mathbf S^2=2$:

$$S_{ij}=\tfrac12(S_iS_j+S_jS_i)-\tfrac23\delta_{ij},\qquad H_{ss}=-\tfrac32\alpha^2S_{ij}D_{ij}.$$

This form contains only the total spin, so $H_{ss}$ does not mix triplets with singlets.

**Q:** What does it mix into the level?

**A:** $D_{ij}$ is a rank-two tensor in space. Acting on $L=0$ it produces $L=2$ and nothing else. It is unchanged by inversion, so parity stays even. $H_{ss}$ as a whole is unchanged when space and spin are rotated together, so $J=1$ and $M$ stay fixed. The admixed states have $S=1$, $L=2$, $J=1$, which is $^3D_1$. It also follows that $\langle0|D_{ij}|0\rangle=0$, so $H_{ss}$ does not shift the level in first order.

To write the admixture, define the reduced resolvent

$$G=\sum_{n\neq0}\frac{|n\rangle\langle n|}{E_0-E_n},$$

where $n$ runs over the spatial eigenfunctions of $H_0$ for triplets, the continuum included. The level $2\,^3S$ is the lowest triplet, so every denominator is negative. The sublevel $M$ becomes, to first order,

$$|0,M\rangle+G\,H_{ss}\,|0,M\rangle .$$

**Q:** The three sublevels are degenerate. Is ordinary perturbation theory allowed?

**A:** Yes. $H_{ss}$ conserves $M$, and so does everything I add later, since the field will lie along $z$. No matrix element connects two sublevels, and each may be treated as if it stood alone.

**Q:** The first-order state still has spin and space entangled. Components such as $S_{xz}D_{xz}$ flip the spin. Do you have to carry all of them?

**A:** Not for quantities linear in $H_{ss}$. The operators $q$, $H_0$ and later the electric dipole do not act on the spin. In a term with one factor $H_{ss}$, the spin part is therefore the diagonal element $\langle M|S_{ij}|M\rangle$. The operators $S_{xz}$ and $S_{yz}$ change the spin projection by one unit, so their diagonal elements vanish. $S_{xy}$ changes it by two units, and its diagonal elements vanish too. By symmetry about the $z$ axis the $xx$ and $yy$ elements are equal. Because the trace is zero, each is $-\tfrac12$ times the $zz$ element, which is $M^2-\tfrac23$. Thus

$$\langle M|S_{ij}|M\rangle D_{ij}=(M^2-\tfrac23)\left[D_{zz}-\tfrac12(D_{xx}+D_{yy})\right]=\tfrac32(M^2-\tfrac23)D_{zz},$$

where the last step uses $D_{xx}+D_{yy}=-D_{zz}$. With $D\equiv D_{zz}=(z^2-r^2/3)/r^5$, in which $z$ is the $z$ component of $\mathbf r$, the interaction may be replaced by a purely spatial one:

$$h_M=-\tfrac32\alpha^2\cdot\tfrac32(M^2-\tfrac23)D=-\tfrac34\alpha^2(3M^2-2)\,D .$$

**Q:** And the quadrupole moment?

**A:** The mean of $q$ in the first-order state has a zero-order part, which vanishes, and two equal cross terms:

$$\langle q\rangle_M=2\langle0|q\,G\,h_M|0\rangle=-\tfrac32\alpha^2(3M^2-2)\langle0|qGD|0\rangle .$$

For $M=1$ the factor $3M^2-2$ is 1. The charge reverses the sign, so

$$Q=\tfrac32\,\alpha^2\,\langle0|q\,G\,D|0\rangle .$$

The factor is $-2$ for $M=0$, so the three sublevels add up to zero. An unpolarized sample has no mean quadrupole moment.

**Q:** I would have expected the moment to follow the probability of finding the atom in the D state. That is the square of a quantity of order $\alpha^2$, hence of order $\alpha^4$.

**A:** The moment comes from interference between the S and D parts, because $q$ connects $L=0$ with $L=2$. It is linear in the amplitude. The probability is indeed of order $\alpha^4$. It is the squared norm of the admixture,

$$P_D=\tfrac94\alpha^4\,\langle M|S_{ij}S_{kl}|M\rangle\,\langle0|D_{ij}G^2D_{kl}|0\rangle .$$

Here the spin flips do contribute. Since $|0\rangle$ and $G$ have no preferred direction, the spatial factor must be built from Kronecker symbols. It is symmetric and traceless in $ij$ and in $kl$, so

$$\langle0|D_{ij}G^2D_{kl}|0\rangle=c\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).$$

Setting all indices to $z$ gives $\langle0|DG^2D|0\rangle=\tfrac43c$. The contraction with the spin factor gives $2c\,S_{ij}S_{ij}$, because the trace of $S_{ij}$ is zero.

The operator $S_{ij}S_{ij}$ is a scalar, hence a number on the three spin states. That number is one third of its trace. $S_{zz}$ has the eigenvalues $\tfrac13,-\tfrac23,\tfrac13$, whose squares add to $\tfrac23$, and the three diagonal components together give 2. With axes turned by 45 degrees about $z$, $S_{xy}$ is half the difference of two squared spin components. Its eigenvalues are $\tfrac12,-\tfrac12,0$, whose squares add to $\tfrac12$. There are six off-diagonal components, which give 3. The trace is 5, so $S_{ij}S_{ij}=\tfrac53$, and

$$P_D=\tfrac94\alpha^4\cdot2\cdot\tfrac34\cdot\tfrac53\,\langle0|DG^2D|0\rangle=\tfrac{45}{8}\alpha^4\langle0|DG^2D|0\rangle .$$

**Q:** The Breit interaction has other terms of order $\alpha^2$. Spin-orbit coupling is one. Could it produce a quadrupole moment of the same order?

**A:** Not with one factor. Spin-orbit terms contain a single spin operator combined with a vector in space. Acting on $L=0$, a vector gives $L=1$, and the rank-two operator $q$ cannot lead from $L=1$ back to $L=0$. The spin-independent relativistic terms are scalars in space and leave $L=0$ as it is.

There is one more candidate. An electron moving in the external field has its own spin-orbit energy, proportional to $\alpha^2\mathbf s\cdot(\mathbf F\times\mathbf p)$. In the field gradient that measures a quadrupole moment, $F_i=F_{il}r_l$ with $F_{il}$ symmetric. The mean of $r_lp_j$ in an $L=0$ state is proportional to $\delta_{lj}$. This leaves $\epsilon_{kij}F_{ij}$, which is zero for a symmetric gradient. At order $\alpha^2$ the moment therefore comes from spin-spin mixing.

**Q:** What sign should I expect?

**A:** For $M=\pm1$ the effective interaction is $-\tfrac34\alpha^2D$. It is lowest where $D$ is positive, that is, where the line between the electrons lies near the $z$ axis. This is the familiar attraction of two parallel magnets placed end to end. It suggests a cloud stretched along $z$, with $\langle q\rangle$ positive and $Q$ negative. It is not a proof, because $q$ weighs the distances from the nucleus while $D$ contains the distance between the electrons. The sign has to come from the matrix element.

**Q:** "Relative order $\alpha^2$" needs something to be relative to.

**A:** For the quadrupole moment I take the mean of $\sum_ar_a^2$, which has the same dimension and does not depend on $\alpha$ at leading order. The matrix element $\langle0|qGD|0\rangle$ does not contain $\alpha$ either, so the ratio is a pure number times $\alpha^2$. The argument fixes the power and leaves the number open.

The number depends on the nuclear charge $N$. In a helium-like ion with large $N$, lengths scale as $1/N$ and the distance in energy to the D states as $N^2$. Then $q$ scales as $N^{-2}$, $D$ as $N^3$ and $G$ as $N^{-2}$, so $Q$ goes as $\alpha^2/N$. Its ratio to the mean square radius goes as $\alpha^2N$. The expansion requires $\alpha N\ll1$, since otherwise $H_0$ is not a good starting point.

## Second half: the tensor polarizability and the numbers

**Q:** Before you go on, collect what you need from the first half.

**A:** $|0\rangle$ is the non-relativistic $2\,^3S$ function with energy $E_0$, and $G$ is the reduced resolvent, the sum of $|n\rangle\langle n|/(E_0-E_n)$ over all other triplet states. $\mathbf r$ is the vector between the electrons, $D=(z^2-r^2/3)/r^5$, and $q=\sum_a(3z_a^2-r_a^2)$. In terms linear in the spin-spin interaction, that interaction may be replaced by

$$h_M=-\tfrac34\alpha^2(3M^2-2)D .$$

It mixes $^3D_1$ into the level with probability $P_D=\tfrac{45}8\alpha^4\langle0|DG^2D|0\rangle$ and gives the quadrupole moment $Q=\tfrac32\alpha^2\langle0|qGD|0\rangle$.

**Q:** Now put the atom into a static electric field. What is the tensor polarizability?

**A:** It is the part of the quadratic Stark shift that depends on $M$. For a uniform field $F$ along $z$ and $J=1$,

$$\Delta E_M=-\tfrac12F^2\left[\alpha_s+\alpha_t(3M^2-2)\right].$$

The factor $3M^2-2$ adds to zero over the sublevels, so $\alpha_s$ is the mean polarizability. The electrons have charge $-1$, and their energy in the field is $+FZ$ with $Z=z_1+z_2$.

Without spin interactions, second-order perturbation theory gives $\Delta E=F^2\langle0|ZGZ|0\rangle$, the same for all $M$. Hence

$$\alpha_s=-2\langle0|ZGZ|0\rangle ,\qquad \alpha_t=0 .$$

**Q:** And with the spin-spin interaction I simply use the state with its D admixture?

So far, the spin-spin interaction has been shown to mix $^3D_1$ into the metastable level and to give it a quadrupole moment of order $\alpha^2$, while without spin interactions the tensor polarizability is zero. It remains to find the tensor polarizability with the spin-spin interaction included, to see whether the D admixture accounts for all of it, and to compute the numbers, including the sign of the quadrupole moment.
